\section*{Roots and Weights of the Diagonal G0W0 Quasiparticle Equation}

\section{Seven solutions for one orbital}

For the hydrogen molecule at a bond length of 1.4 bohr, in the 6-31G basis and with PBE orbitals as the starting point, the $G_0W_0$ equation for the energy of the single occupied orbital has seven solutions. One carries a weight of 0.936, another 0.050, and the other five share 0.015. The seven weights add up to one to ten decimals. The correlation self-energy of this orbital has six poles, and between any two neighbouring poles lies one solution. The number of poles depends on the molecule and the basis, and the individual weights depend also on the starting orbitals: with Hartree--Fock orbitals the two largest weights are 0.972 and 0.019. That six poles give seven real solutions, placed in this way, with positive weights summing to one, follows from the form of the self-energy: a finite sum of simple real poles with positive residues.

Hartree atomic units are used. The system is closed-shell with real orbitals $\phi_p$ and energies $\varepsilon_p$ in a finite basis. Indices $i,j$ denote occupied orbitals, $a,b$ empty ones, $p,q$ any. All gaps $\varepsilon_a-\varepsilon_i$ are positive. Coulomb integrals are written
\begin{equation}
(pq|rs)=\iint \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\end{equation}

The Kohn--Sham energy $\varepsilon_p$ contains the matrix element $v^{xc}_p$ of the exchange-correlation potential. The $G_0W_0$ method replaces it by the self-energy, which is split into exchange, $\Sigma^x_p=-\sum_i(pi|ip)$, and correlation, $\Sigma^c_p(\omega)$. In the diagonal approximation, elements between different orbitals are neglected. The quasiparticle equation is then
\begin{equation}
f(\omega)\equiv\omega-e_p-\Sigma^c_p(\omega)=0,\qquad
e_p=\varepsilon_p+\Sigma^x_p-v^{xc}_p, \label{qp}
\end{equation}
and the Green function of orbital $p$ is $G(z)=1/f(z)$.

\section{Why the residues are positive}

\subsection{The screened interaction}

Let $D$ be the diagonal matrix of gaps $D_{ia}=\varepsilon_a-\varepsilon_i$, and let $K_{ia,jb}=(ia|jb)$. The response of independent electrons at imaginary frequency is diagonal in the pairs $ia$. Two spins and the two time orders give
\begin{equation}
\chi_0(i\omega)=2\left[\frac{1}{i\omega-D}-\frac{1}{i\omega+D}\right]
=\frac{4D}{(i\omega)^2-D^2}=-\frac{4D}{D^2+\omega^2}. \label{chi0}
\end{equation}
In the random-phase approximation (RPA) the electrons also respond to the Coulomb potential of the induced density, so $\chi=\chi_0+\chi_0K\chi$. Multiplying by $\chi_0^{-1}$ from the left and $\chi^{-1}$ from the right gives $\chi^{-1}=\chi_0^{-1}-K$. With (\ref{chi0}),
\begin{align}
\chi^{-1}&=-\tfrac14D^{-1/2}(D^2+\omega^2)D^{-1/2}-K\nonumber\\
&=-\tfrac14D^{-1/2}\left(C+\omega^2\right)D^{-1/2},\qquad
C=D^2+4D^{1/2}KD^{1/2}. \label{C}
\end{align}
Inverting the product reverses the order of its factors:
\begin{equation}
\chi(i\omega)=-4D^{1/2}(C+\omega^2)^{-1}D^{1/2}. \label{chi}
\end{equation}

For any real vector $x$, the number $x^TKx$ is the Coulomb integral of the real density $\rho=\sum_{ia}x_{ia}\phi_i\phi_a$ with itself. In Fourier space it is $\int 4\pi|\rho(\mathbf k)|^2k^{-2}\,d\mathbf k/(2\pi)^3\ge0$. Hence $x^TCx\ge x^TD^2x\ge D_{\min}^2\,x^Tx$. The symmetric matrix $C$ therefore has positive eigenvalues $\Lambda_v^2$ and real orthonormal eigenvectors $z_v$, with $\Lambda_v\ge D_{\min}>0$. The $\Lambda_v$ are the RPA excitation energies. In the example the lowest is 0.591 hartree, above the smallest gap of 0.461 hartree.

The self-energy needs the induced part of the screened interaction, $W-v=v\chi v$, taken with the density $\phi_p\phi_q$ on both sides. Inserting the eigenvectors of $C$ into (\ref{chi}),
\begin{align}
W^c_{pq}(i\omega)&=\sum_{ia,jb}(pq|ia)\,\chi_{ia,jb}(i\omega)\,(jb|pq)
=-\sum_v\frac{2\Lambda_v\,w_{pq,v}^2}{\Lambda_v^2+\omega^2},\label{W}\\
w_{pq,v}&=\sqrt{\frac{2}{\Lambda_v}}\sum_{ia}(pq|ia)\,D_{ia}^{1/2}\,z_{ia,v}. \label{w}
\end{align}
The prefactor in (\ref{w}) is chosen so that $2\Lambda_vw^2_{pq,v}$ reproduces the factor 4 of (\ref{chi}). Each $w_{pq,v}$ is real, so its square cannot be negative.

\subsection{The frequency integral}

The correlation self-energy is the convolution
\begin{equation}
\Sigma^c_p(\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\sum_q G^0_q(\omega+\omega')\,W^c_{pq}(\omega')
\end{equation}
of time-ordered functions. For $\omega$ inside the orbital gap, all poles of the integrand in $\omega'$ lie in the second and fourth quadrants. The integrand falls off as $|\omega'|^{-3}$, so the path can be turned anticlockwise onto the imaginary axis without meeting a pole. Replacing $\omega'$ by $i\omega'$ gives a second factor $i$, and $i\cdot i=-1$:
\begin{equation}
\Sigma^c_p(\omega)=-\frac1{2\pi}\int_{-\infty}^{\infty}d\omega'\sum_q\frac{W^c_{pq}(i\omega')}{\omega+i\omega'-\varepsilon_q}. \label{conv}
\end{equation}
The minus sign cancels that of (\ref{W}). With $\alpha=\omega-\varepsilon_q$, each term of (\ref{conv}) is $w_{pq,v}^2$ times
\begin{equation}
I=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\Lambda_v}{\Lambda_v^2+\omega'^2}\,\frac{1}{\alpha+i\omega'}\,d\omega'
=\frac{\Lambda_v\alpha}{\pi}\int_{-\infty}^{\infty}\frac{d\omega'}{(\Lambda_v^2+\omega'^2)(\alpha^2+\omega'^2)}.
\end{equation}
The second form keeps the even part of $1/(\alpha+i\omega')=(\alpha-i\omega')/(\alpha^2+\omega'^2)$, because the odd part integrates to zero. Partial fractions and $\int d\omega'/(b^2+\omega'^2)=\pi/b$ for $b>0$ give
\begin{equation}
I=\frac{\Lambda_v\alpha}{\alpha^2-\Lambda_v^2}\left(\frac1{\Lambda_v}-\frac1{|\alpha|}\right)
=\frac{\alpha}{|\alpha|}\,\frac{|\alpha|-\Lambda_v}{\alpha^2-\Lambda_v^2}
=\frac{\alpha}{|\alpha|}\,\frac{1}{|\alpha|+\Lambda_v},
\end{equation}
where the case $|\alpha|=\Lambda_v$ follows by continuity. For $\omega$ in the gap, $\alpha>0$ for occupied $q$ and $I=1/(\alpha+\Lambda_v)$. For empty $q$, $\alpha<0$ and $I=-1/(-\alpha+\Lambda_v)=1/(\alpha-\Lambda_v)$. Therefore
\begin{equation}
\Sigma^c_p(z)=\sum_{i,v}\frac{w_{pi,v}^2}{z-\varepsilon_i+\Lambda_v}
+\sum_{a,v}\frac{w_{pa,v}^2}{z-\varepsilon_a-\Lambda_v}. \label{poles}
\end{equation}
This rational function is the analytic continuation of the gap result to all complex $z$. Its poles describe a hole accompanied by an excitation, at $\varepsilon_i-\Lambda_v$, and an added electron accompanied by an excitation, at $\varepsilon_a+\Lambda_v$.

Terms of (\ref{poles}) with equal poles are now merged by adding their residues, and terms with zero residue are dropped. What remains is
\begin{equation}
\Sigma^c_p(z)=\sum_{k=1}^{M}\frac{r_k}{z-\Omega_k},\qquad
\Omega_1<\Omega_2<\dots<\Omega_M,\quad r_k>0. \label{short}
\end{equation}

\section{The theorem}

Let $M\ge1$. The function $f$ of (\ref{qp}) with the self-energy (\ref{short}) has exactly $M+1$ zeros $\omega_n$ in the complex plane. They are real and simple, and they interlace the poles:
\begin{equation}
\omega_1<\Omega_1<\omega_2<\Omega_2<\dots<\Omega_M<\omega_{M+1}. \label{interlace}
\end{equation}
The weights $Z_n=1/f'(\omega_n)$ satisfy
\begin{equation}
0<Z_n<1,\qquad \sum_{n=1}^{M+1}Z_n=1,\qquad \sum_{n=1}^{M+1}Z_n\omega_n=e_p. \label{weights}
\end{equation}
If $M=0$, then $f=\omega-e_p$ has one root, of weight one.

\subsection{Counting the roots}

Away from the poles,
\begin{equation}
f'(\omega)=1+\sum_{k=1}^{M}\frac{r_k}{(\omega-\Omega_k)^2}>1, \label{slope}
\end{equation}
because differentiating $-r_k/(\omega-\Omega_k)$ gives $+r_k/(\omega-\Omega_k)^2$. The poles cut the real axis into $M+1$ open intervals. Just to the right of $\Omega_k$ the term $-r_k/(\omega-\Omega_k)$ tends to $-\infty$, and just to the left it tends to $+\infty$. At the far ends $f$ behaves as $\omega$. In every interval $f$ thus rises continuously from $-\infty$ to $+\infty$. It crosses zero at least once by continuity, and at most once because it is strictly increasing. This gives $M+1$ real roots in the order (\ref{interlace}).

To exclude further roots, including complex ones, multiply $f$ by all denominators:
\begin{equation}
P(z)=f(z)\prod_{k}(z-\Omega_k)
=(z-e_p)\prod_k(z-\Omega_k)-\sum_k r_k\prod_{j\ne k}(z-\Omega_j). \label{P}
\end{equation}
At a pole one term survives, $P(\Omega_k)=-r_k\prod_{j\ne k}(\Omega_k-\Omega_j)$. It is nonzero because $r_k\neq0$ and the poles are distinct. Hence the zeros of $P$ are those of $f$. The polynomial has degree $M+1$, so the $M+1$ different real roots already found are all its zeros, and each is simple.

\subsection{Summing the weights}

At a root, (\ref{slope}) is finite and larger than one, so its inverse lies strictly between zero and one. By (\ref{P}), $G=1/f=\prod_k(z-\Omega_k)/P(z)$ is a ratio of polynomials of degrees $M$ and $M+1$ with simple poles at the $\omega_n$. Near $\omega_n$, $f(z)\approx f'(\omega_n)(z-\omega_n)$, so the residue is $Z_n$ and the partial-fraction form is
\begin{equation}
G(z)=\sum_{n=1}^{M+1}\frac{Z_n}{z-\omega_n}
=\frac{\sum_nZ_n}{z}+\frac{\sum_nZ_n\omega_n}{z^2}+O(z^{-3}). \label{G1}
\end{equation}
The last expression holds for large $|z|$. There the self-energy is of order $1/z$, and directly from (\ref{qp})
\begin{equation}
G(z)=\frac1z\left[1-\frac{e_p}{z}+O(z^{-2})\right]^{-1}
=\frac1z+\frac{e_p}{z^2}+O(z^{-3}). \label{G2}
\end{equation}
Comparing the coefficients of $1/z$ and $1/z^2$ proves the two sums in (\ref{weights}). Within this approximation correlation distributes the unit strength of orbital $p$ over several energies but leaves the mean energy at $e_p$.

\section{The same result as a matrix problem}

Consider the real symmetric matrix
\begin{equation}
H=\begin{pmatrix} e_p & s^T\\ s & \mathrm{diag}(\Omega_1,\dots,\Omega_M)\end{pmatrix},
\qquad s_k=\sqrt{r_k}. \label{H}
\end{equation}
It couples one state at $e_p$ to $M$ states at the pole energies. For an eigenvector $(c_0,c_1,\dots,c_M)$ with eigenvalue $\lambda$,
\begin{equation}
e_pc_0+\sum_ks_kc_k=\lambda c_0,\qquad s_kc_0+\Omega_kc_k=\lambda c_k. \label{eig}
\end{equation}
Suppose $c_0=0$. The second equation then lets only one $c_k$ differ from zero, since the poles are distinct, and the first demands $s_kc_k=0$, a contradiction. So $c_0\ne0$, and then $\lambda\neq\Omega_k$, since otherwise $s_kc_0=0$. Solving for $c_k=s_kc_0/(\lambda-\Omega_k)$ and inserting it in the first equation gives $f(\lambda)=0$. Normalization gives
\begin{equation}
1=c_0^2\left[1+\sum_k\frac{r_k}{(\lambda-\Omega_k)^2}\right]=c_0^2f'(\lambda),
\end{equation}
so $Z_n=c_0^2$: the weight is the share of the original one-particle state in the eigenvector.

The matrix also shows why poles must be merged and dropped before counting. A state with $s_k=0$ is decoupled. It adds an eigenvalue $\Omega_k$ whose eigenvector has $c_0=0$. This eigenvector carries no weight and adds no pole to $G$. If two states share the energy $\Omega$ with couplings $s_1,s_2$, the combination proportional to $(s_2,-s_1)$ has coupling $s_2s_1-s_1s_2=0$ and drops out. The orthogonal combination couples with $\sqrt{s_1^2+s_2^2}$, which corresponds to the merged residue $r_1+r_2$.

\subsection{Weak coupling and resonance}

Let all residues be small and $e_p$ far from every pole on the scale of the couplings. Let the poles also be well separated, so that at each $\Omega_k$ the remaining terms $r_j/(\Omega_k-\Omega_j)$, $j\ne k$, are small compared with $\Omega_k-e_p$. One root lies near $e_p$ with weight near one. Near $\Omega_k$, solving $f=0$ for the singular term gives, to leading order,
\begin{equation}
\omega-\Omega_k\approx\frac{r_k}{\Omega_k-e_p},\qquad
Z\approx\frac{(\omega-\Omega_k)^2}{r_k}\approx\frac{r_k}{(\Omega_k-e_p)^2}, \label{weak}
\end{equation}
where the weight follows because the $k$th term dominates (\ref{slope}). These roots are satellites. Their strength is taken from the main root.

The opposite case is a single pole at $\Omega_1=e_p$. Then $(\omega-e_p)^2=r_1$, the roots are $e_p\pm\sqrt{r_1}$, and $f'=1+r_1/r_1=2$ at both. Each has weight $1/2$, and neither can be singled out as the quasiparticle. The theorem guarantees the number of roots, not a dominant one.

\section{The hydrogen molecule in full}

The basis gives four orbitals, at $-0.38095$, $0.07974$, $0.55255$ and $1.05846$ hartree. There are three excitations, with $\Lambda_v=0.59099$, $1.12997$ and $1.68605$ hartree. For the occupied orbital, (\ref{qp}) gives
\begin{equation}
e_1=-0.38095-0.65513+0.44320=-0.59288\ \text{hartree}.
\end{equation}

Equation (\ref{poles}) has $4\times3=12$ terms, of which six vanish by inversion symmetry. Two orbitals are even and two odd, and the occupied one is even. One excitation is therefore even and two are odd. The integral $(1q|ia)$ vanishes unless $\phi_q$ and the excitation have equal parity, which leaves $2\times1+2\times2=6$ terms. The lowest pole is a hole plus the second excitation, $-0.38095-1.12997=-1.51092$ hartree. The next is an electron in the second orbital plus the first excitation, $0.07974+0.59099=0.67073$ hartree. Energies in the table are in hartree and residues in hartree squared.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $\omega_n$ & $Z_n$ & $\Omega_n$ & $r_n$\\
1 & $-1.56021$ & 0.049572 & $-1.51092$ & 0.046578\\
2 & $-0.57571$ & 0.935628 & $0.67073$ & 0.008518\\
3 & $0.67728$ & 0.005010 & $1.64946$ & 0.005241\\
4 & $1.65121$ & 0.000580 & $1.68252$ & 0.019476\\
5 & $1.69084$ & 0.003472 & $1.76579$ & 0.013385\\
6 & $1.77212$ & 0.002961 & $2.74452$ & 0.030239\\
7 & $2.75369$ & 0.002777 & &
\end{tabular}
\end{center}
Read row by row, root before pole, the energies increase throughout, as (\ref{interlace}) requires.

The main root can be checked by hand. At $\omega_2$ the six terms of the self-energy, in the order of the poles, are
\begin{equation}
0.04980-0.00683-0.00236-0.00862-0.00572-0.00911=0.0172\ \text{hartree},
\end{equation}
and $e_1+0.0172=-0.5757$ hartree, the root itself. Dividing each term once more by its $\omega_2-\Omega_k$ gives the slope
\begin{equation}
f'(\omega_2)=1+0.05326+0.00548+0.00106+0.00382+0.00244+0.00274=1.0688,
\end{equation}
so $Z_2=1/1.0688=0.9356$. The quasiparticle energy is $-0.5757$ hartree, or $-15.67$ eV.

For the satellite below the lowest pole, $\Omega_1-e_1=-0.91804$ hartree. The estimate (\ref{weak}) gives a displacement of $0.046578/(-0.91804)=-0.0507$ hartree, against $-0.0493$ in the table. The estimated weight is $0.046578/0.91804^2=0.0553$, about 11\% above the computed 0.0496. For the third pole the separation condition fails. Its neighbour contributes $0.019476/(1.64946-1.68252)=-0.59$ hartree, which is not small against $\Omega_3-e_1=2.24$ hartree, and the estimated weight $0.005241/2.24234^2=0.00104$ is about 1.8 times the computed 0.00058.

The lowest empty orbital also has six poles and seven roots. Its main root, at 0.2450 hartree or 6.67 eV, has weight 0.982. It is the third root, whereas that of the occupied orbital is the second, so the number $n$ alone does not identify the quasiparticle. Both are the root between the highest hole pole and the lowest particle pole; the empty orbital has two hole poles and the occupied one has one. For the two higher orbitals the main root lies above that interval, and for the highest its weight is only 0.64. These values belong to a very small basis, which also confines the empty orbital artificially. In the cc-pVQZ basis the main root of the occupied orbital moves from $-15.67$ to $-15.85$ eV and its weight from 0.936 to 0.841, the strongest hole satellite moves from $-1.56$ to $-1.02$ hartree and its weight from 0.050 to 0.119, and the main root of the empty orbital falls from 6.67 to 3.83 eV. The basis is not the only limit. Full configuration interaction in 6-31G gives removal energies of $-0.595$ and $-1.712$ hartree with weights 0.965 and 0.021, so $G_0W_0$ from PBE orbitals more than doubles the weight of the satellite. The values in the table illustrate the equation and do not predict measured energies. The numerical check checks the pole form against (\ref{conv}), the roots against a complex polynomial solver and the weights against the eigenvectors of (\ref{H}).

\section{What broadening does to the count}

Suppose the poles are smoothed by a width $\eta>0$ and the real part of the equation is solved:
\begin{equation}
f_\eta(\omega)=\omega-e_p-\sum_k\frac{r_k\,x_k}{x_k^2+\eta^2}=0,\qquad x_k=\omega-\Omega_k. \label{eta}
\end{equation}
The divergences that forced a root into every interval are gone. For small enough $\eta$, the $k$th term makes $f_\eta$ positive at $\Omega_k-\eta$ and negative at $\Omega_k+\eta$, since it contributes $\pm r_k/(2\eta)$ there. A root therefore appears close to each pole in addition to the $M+1$ between and outside them, which makes at least $2M+1$ in all.

For larger $\eta$ roots disappear. In the example take $\eta=0.1$ hartree. Since $|x_k|/(x_k^2+\eta^2)\le1/(2\eta)$, any root obeys
\begin{equation}
|\omega-e_1|\le\frac{\sum_kr_k}{2\eta}=\frac{0.12344}{0.2}=0.617\ \text{hartree},
\end{equation}
and so lies between $-1.210$ and $0.024$ hartree. Every pole is at least 0.30 hartree away from this range, so $x_k^2>\eta^2$ there and
\begin{equation}
f_\eta'(\omega)=1+\sum_k\frac{r_k(x_k^2-\eta^2)}{(x_k^2+\eta^2)^2}>1.
\end{equation}
There is thus at most one root, and there is at least one because $f_\eta$ runs from $-\infty$ to $+\infty$. The numerical count is also one: all six satellites have been lost as solutions.

The theorem therefore applies to the unbroadened diagonal equation with a fixed self-energy in a finite basis. With the elements between different orbitals kept, the count changes: in the example the Green function of the occupied orbital has eight poles, while its main root moves by only about 0.01 eV. If the basis is enlarged until the poles merge into a continuum, counting separate roots between them loses its meaning.

\section*{Computed values}
\begin{verbatim}
H2, PBE/6-31G, bond length = 1.4 bohr
orbitals = 4, occupied = 1, RPA excitations = 3
orbital energies (Ha): -0.38095 0.07974 0.55255 1.05846
orbital gaps D (Ha): 0.46069 0.93350 1.43941
RPA energies Lambda (Ha): 0.59099 1.12997 1.68605
HOMO (orbital 1):
  exchange self-energy = -0.65513 Ha
  vxc matrix element = -0.44320 Ha
  static energy e = -0.59288 Ha
  terms before dropping = 12, poles kept M = 6
  pole form minus quadrature, modulus = 3.6e-17 Ha
  pole k: orbital q, excitation v, position (Ha), residue (Ha^2)
  1: q=1 v=2 -1.51092 0.046578
  2: q=2 v=1 0.67073 0.008518
  3: q=4 v=1 1.64946 0.005241
  4: q=3 v=2 1.68252 0.019476
  5: q=2 v=3 1.76579 0.013385
  6: q=4 v=3 2.74452 0.030239
  root n: position (Ha), weight
  1: -1.56021 0.049572
  2: -0.57571 0.935628
  3: 0.67728 0.005010
  4: 1.65121 0.000580
  5: 1.69084 0.003472
  6: 1.77212 0.002961
  7: 2.75369 0.002777
  number of roots = 7
  sum of weights = 1.0000000000
  weighted mean of roots = -0.59288 Ha
  main root: n = 2, -0.57571 Ha = -15.666 eV
  real roots with broadening 0.1 Ha = 1
LUMO (orbital 2): e = 0.24541 Ha, M = 6, roots = 7
  main root: n = 3, 0.24500 Ha = 6.667 eV
  its weight = 0.981761, sum of weights = 1.0000000000
\end{verbatim}
